**Voltage offset of a normal-metal double junction at large bias**

The program tests that the current approaches I = (V − e/Csum)/(R1 + R2), where V is the bias, R1 and R2 are the junction resistances, and Csum is the sum of both junction capacitances and the gate capacitance. It computes energy gains from capacitor energies and source work, then solves the stationary master equation as a linear system. For 60 random devices it asserts the energy gains, the formulas for the remainder at zero and finite temperature, the exponential zero-temperature bound, and the bound on charge fluctuations. It also asserts the golden-rule rate against direct integration, and the reflection identity for unequal temperatures. For the worked device e/Csum is 0.3204 mV; the offset depends visibly on gate charge at 0.5 mV and settles to this value by 8 mV. A resistance ratio of 10 delays the approach, but the same offset is reached at 40 mV in the ideal model. The last part sizes neglected effects: a lead impedance of 100 Ω adds about 11 % to the offset at 4 mV, while island heating lowers it by about 1 %.

## Check in Python

```python
# Result under test: for a normal-metal island between two tunnel junctions,
#   I (R1 + R2) -> V - e/Csum   at large bias V,
# for any gate charge and any fixed ratio R1/R2 (sequential tunnelling).
# Symbols: caps = (C1, C2, Cg), Csum their sum, R = (R1, R2), n = extra electrons,
# ng = gate charge / e, u1, u2 = junction drops in units of e/Csum,
# v = V Csum/e, theta = kT Csum/e^2. SI units inside; energies divided by e (volts).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit

e, kB, hbar = const.e, const.k, const.hbar
RK = const.h / e**2


def bose(x, vt):
    """x/(exp(x/vt)-1), with the limit vt at x = 0."""
    x = np.asarray(x, dtype=float)
    y = np.clip(x / vt, -600, 600)
    small = np.abs(y) < 1e-9
    return np.where(small, vt, x / np.expm1(np.where(small, 1.0, y)))


def thermal_rate(T):
    """Rate function G(x) in volts for energy gain x in volts."""
    if T == 0:
        return lambda x: np.maximum(x, 0.0)
    return lambda x: bose(-np.asarray(x, dtype=float), kB * T / e)


def two_temperature_rate(T_lead, T_island):
    """Golden-rule integral of f_lead(E) [1 - f_island(E + x)] on a fine grid."""
    a, b = kB * T_lead / e, kB * T_island / e

    def rate(x):
        x = np.atleast_1d(x)
        reach = np.max(np.abs(x)) + 40 * max(a, b)
        step = 2e-6
        E = np.arange(-reach, reach, step)
        return (expit(-E / a) * expit((E + x[:, None]) / b)).sum(axis=1) * step
    return rate


def terminals(V, ng, caps):
    return np.array([-V / 2, V / 2, ng * e / caps[2]])


def island_potential(n, V, ng, caps):
    return (caps @ terminals(V, ng, caps) - e * n) / caps.sum()


def energy_gain(n, lead, step, V, ng, caps):
    """Source work minus rise of stored energy; step=+1: electron enters island."""
    U = terminals(V, ng, caps)
    d0 = U - island_potential(n, V, ng, caps)[:, None]
    d1 = U - island_potential(n + step, V, ng, caps)[:, None]
    delivered = caps * (d1 - d0)
    delivered[:, lead] -= e * step
    stored = 0.5 * (caps * (d1**2 - d0**2)).sum(axis=1)
    return (delivered @ U - stored) / e


def solve(V, ng, R, caps, rate, pad=12):
    """Stationary master equation: current, probabilities and junction drops."""
    centre = caps @ terminals(V, ng, caps) / e
    half = caps.sum() * V / 2 / e
    n = np.arange(np.floor(centre - half) - pad, np.ceil(centre + half) + pad + 1)
    on = [rate(energy_gain(n, j, +1, V, ng, caps)) / (e * R[j]) for j in (0, 1)]
    off = [rate(energy_gain(n, j, -1, V, ng, caps)) / (e * R[j]) for j in (0, 1)]
    up, down = on[0] + on[1], off[0] + off[1]
    M = np.diag(up[:-1], -1) + np.diag(down[1:], 1)
    M -= np.diag(M.sum(axis=0))
    M /= np.abs(M).max()
    M[0, :] = 1.0
    rhs = np.zeros(len(n))
    rhs[0] = 1.0
    p = np.linalg.solve(M, rhs)
    I1 = e * np.sum(p * (on[0] - off[0]))
    I2 = e * np.sum(p * (off[1] - on[1]))
    assert abs(I1 - I2) * sum(R) < 1e-8 * e / caps.sum() * (1 + half)
    phi = island_potential(n, V, ng, caps)
    return I1, n, p, phi + V / 2, V / 2 - phi


def edge_solution(V, ng, R, caps):
    """T=0: recurrent states from the product formula for probabilities."""
    unit = e / caps.sum()
    v = V / unit
    a = (island_potential(0, V, ng, caps) + V / 2) / unit
    top, bottom = int(np.ceil(a - 0.5)), int(np.floor(0.5 - v + a))
    x, y = 0.5 - (a - top), 0.5 - (v - a + bottom)
    N = top - bottom
    j = np.arange(N)
    w = np.cumprod(np.r_[1.0, R[1] / R[0] * (N - j - x) / (j + 1 - y)])
    return bottom, N, x, y, w / w.sum()


# --- golden-rule integral against its closed form, and the reflection identity
xs = np.array([-4e-4, -1e-4, 0.0, 2e-4, 9e-4])
assert np.allclose(two_temperature_rate(0.7, 0.7)(xs), thermal_rate(0.7)(xs),
                   rtol=1e-8, atol=1e-13)
G = two_temperature_rate(0.1, 1.5)
assert np.allclose(G(xs) - G(-xs), xs, atol=1e-11)

# --- random devices: energy gains, exact remainders, bounds
rng = np.random.default_rng(4)
for trial in range(60):
    caps_t = rng.uniform(0.05, 0.5, 3) * 1e-15
    R_t = 1e5 * np.exp(rng.uniform(-1.2, 1.2, 2))
    unit = e / caps_t.sum()
    v, ng = rng.uniform(0.2, 15), rng.uniform(-1, 1)
    V = v * unit
    r = R_t / R_t.sum()
    I, n, p, V1, V2 = solve(V, ng, R_t, caps_t, thermal_rate(0))
    for lead, step, drop in ((0, 1, V1), (1, -1, V2)):
        forward = energy_gain(n, lead, step, V, ng, caps_t)
        backward = energy_gain(n, lead, -step, V, ng, caps_t)
        assert np.allclose(forward, drop - unit / 2, atol=1e-9 * unit)
        assert np.allclose(backward, -drop - unit / 2, atol=1e-9 * unit)
    rest = (I * R_t.sum() - V) / unit + 1
    bottom, N, x, y, pk = edge_solution(V, ng, R_t, caps_t)
    assert abs(rest - (x * pk[-1] + y * pk[0])) < 1e-8
    assert -1e-8 < rest < r[0]**(v - 2) + r[1]**(v - 2) + 1e-8
    if N >= 1:
        assert pk[-1] <= r[1]**(N - 1) + 1e-12
        assert pk[0] <= r[0]**(N - 1) + 1e-12
    # finite temperature
    theta = rng.uniform(0.05, 1.0)
    T = theta * e * unit / kB
    I, n, p, V1, V2 = solve(V, ng, R_t, caps_t, thermal_rate(T))
    u1, u2 = V1 / unit, V2 / unit
    excess = sum(bose(u - 0.5, theta) - bose(u + 0.5, theta) for u in (u1, u2))
    rest = (I * R_t.sum() - V) / unit + 1
    assert abs(rest - p @ excess) < 1e-8
    assert np.all(excess > -1e-9) and np.all(excess < 2 + 1e-9)
    assert p @ (r[0] * v - u1)**2 <= 1 + 2 * r[0] * r[1] * v + 2 * theta

# --- worked device
caps = np.array([0.25, 0.20, 0.05]) * 1e-15
R = np.array([100e3, 200e3])
T = 0.1
unit = e / caps.sum()
print(f"C1, C2, Cg = {caps[0]*1e15:.2f}, {caps[1]*1e15:.2f}, {caps[2]*1e15:.2f} fF")
print(f"R1, R2 = {R[0]/1e3:.0f}, {R[1]/1e3:.0f} kOhm; bath T = {T:.1f} K")
print(f"Csum = {caps.sum()*1e15:.2f} fF; predicted offset e/Csum = {unit*1e3:.4f} mV")
print(f"charging energy e^2/(2 Csum) / k = {e*unit/2/kB:.3f} K")

V, ng = 1.2e-3, 0.3
I, n, p, V1, V2 = solve(V, ng, R, caps, thermal_rate(0))
bottom, N, x, y, pk = edge_solution(V, ng, R, caps)
print(f"T=0 case: V = {V*1e3:.1f} mV, gate charge {ng:.1f} e, v = {V/unit:.4f}")
print(f"  N = {N}, x = {x:.4f}, y = {y:.4f}")
for k in range(N + 1):
    i = int(np.flatnonzero(n == bottom + k)[0])
    assert abs(p[i] - pk[k]) < 1e-8
    print(f"  n = {bottom+k:2d}: u1 = {V1[i]/unit:.4f}, u2 = {V2[i]/unit:.4f}, "
          f"probability {p[i]:.5f}")
print(f"  current = {I*1e9:.4f} nA; asymptote = {(V-unit)/R.sum()*1e9:.4f} nA")
print(f"  remainder x pN + y p0 = {x*pk[-1]+y*pk[0]:.5f} (units e/Csum)")


def offset_range(V, R, rate, points=41):
    values = [V - solve(V, g, R, caps, rate)[0] * sum(R)
              for g in np.linspace(0, 1, points)]
    return min(values), max(values)


print("Offset V - I(R1+R2) over all gate charges, bath temperature:")
spread = {}
for mV in (0.5, 1, 2, 4, 8):
    lo, hi = offset_range(mV * 1e-3, R, thermal_rate(T))
    spread[mV] = (hi - lo) / unit
    print(f"  V = {mV:4.1f} mV: min {lo*1e3:.4f} mV, max {hi*1e3:.4f} mV")
assert spread[0.5] > 0.05 and spread[8] < 1e-3
assert abs(lo / unit - 1) < 1e-3 and abs(hi / unit - 1) < 1e-3

print(f"Same with R1+R2 = {R.sum()/1e3:.0f} kOhm fixed and other ratios:")
for ratio in (1, 2, 10):
    R_t = R.sum() * np.array([1, ratio]) / (1 + ratio)
    for mV in (4, 40):
        lo, hi = offset_range(mV * 1e-3, R_t, thermal_rate(T), 21)
        print(f"  R2/R1 = {ratio:2d}, V = {mV:2d} mV: min {lo*1e3:.4f} mV, "
              f"max {hi*1e3:.4f} mV")
    assert abs(lo / unit - 1) < 1e-3 and abs(hi / unit - 1) < 1e-3
    v_need = 2 + np.log(0.005) / np.log(ratio / (1 + ratio) if ratio > 1 else 0.5)
    rr = R_t / R_t.sum()
    assert rr[0]**(v_need - 2) + rr[1]**(v_need - 2) <= 0.0100001
    print(f"    T=0 bound guarantees 1 % of e/Csum above {v_need*unit*1e3:.2f} mV")

# --- neglected effects for the same device (rough material values)
volume, sigma_ep = 1.0e-6 * 0.1e-6 * 0.03e-6, 3e8
print(f"Rough inputs: island {volume*1e18:.4f} um^3, e-ph {sigma_ep:.1e} W/(m^3 K^5)")
hot_rest = []
for V in (4e-3, 8e-3):
    power = 0.5 * V * (V - unit) / R.sum()
    T_hot = (T**5 + power / (sigma_ep * volume))**0.2
    lo, hi = offset_range(V, R, two_temperature_rate(T, T_hot), 5)
    hot_rest.append(1 - lo / unit)
    print(f"  V = {V*1e3:.0f} mV: island heat {power*1e12:.1f} pW, island T "
          f"{T_hot:.2f} K, offset {lo*1e3:.4f} to {hi*1e3:.4f} mV")
assert 0 < hot_rest[1] < hot_rest[0]

V, Z = 4e-3, 100.0
C_series = caps[0] * caps[1] / (caps[0] + caps[1])
V_cut = hbar / (e * Z * C_series)
drops = V * R / R.sum()
extra = 0.0
for j in (0, 1):
    z = Z * (C_series / caps[j])**2 / RK

    def dip(s, z=z):
        """Relative conductance dip at voltage s*V_cut."""
        return z * np.log1p(1 / s**2)
    direct = quad(lambda s: 2 * z / (s * (1 + s * s)), 0.3, np.inf)[0]
    assert abs(direct / dip(0.3) - 1) < 1e-6
    total = V_cut * (quad(dip, 0, 1)[0] + quad(dip, 1, np.inf)[0])
    local_minus_global = e / (2 * caps[j]) - e / (2 * (caps[0] + caps[1]))
    assert abs(total / local_minus_global - 1) < 1e-6
    extra += V_cut * quad(dip, 0, drops[j] / V_cut)[0]
local = e / (2 * caps[0]) + e / (2 * caps[1])
print(f"Lead impedance {Z:.0f} Ohm (rough): hbar/(e Z C) = {V_cut*1e3:.1f} mV")
print(f"  added offset at {V*1e3:.0f} mV = {extra*1e3:.4f} mV "
      f"({100*extra/unit:.1f} % of e/Csum)")
print(f"  local-rule offset e/(2C1)+e/(2C2) = {local*1e3:.4f} mV")

strength = RK / (4 * np.pi**2) * np.sum(1 / R)
assert strength < 0.1
print(f"Higher-order tunnelling parameter, both junctions = {strength:.4f}")

height, width = 2.0, 1.0e-9


def barrier_current(bias):
    """Semiclassical current (arbitrary unit) through a tilted barrier, T=0."""
    E = np.linspace(-5, 0, 50001)
    kappa = np.sqrt(2 * const.m_e * e) / hbar
    path = width * 2 / 3 * ((height - E)**1.5 - (height - bias - E)**1.5) / bias
    return trapezoid(np.minimum(-E, bias) * np.exp(-2 * kappa * path), E)


b1, b2 = 0.02, 0.2
growth = (barrier_current(b2) / b2) / (barrier_current(b1) / b1) - 1
cubic = growth / (b2**2 - b1**2)
print(f"Barrier {height:.1f} eV, {width*1e9:.1f} nm (rough): I/V grows by "
      f"{cubic:.3f} V^-2 times V^2")
print(f"  resulting offset change at {V*1e3:.0f} mV = "
      f"{cubic*np.sum(drops**3)*1e9:.2f} nV")
print(f"  largest mean barrier field = {drops.max()/width*1e-8:.4f} MV/cm")
print("tests ok")
```

Printed output:

```
C1, C2, Cg = 0.25, 0.20, 0.05 fF
R1, R2 = 100, 200 kOhm; bath T = 0.1 K
Csum = 0.50 fF; predicted offset e/Csum = 0.3204 mV
charging energy e^2/(2 Csum) / k = 1.859 K
T=0 case: V = 1.2 mV, gate charge 0.3 e, v = 3.7449
  N = 4, x = 0.5148, y = 0.7403
  n = -2: u1 = 3.9852, u2 = -0.2403, probability 0.00318
  n = -1: u1 = 2.9852, u2 = 0.7597, probability 0.08537
  n =  0: u1 = 1.9852, u2 = 1.7597, probability 0.33684
  n =  1: u1 = 0.9852, u2 = 2.7597, probability 0.44279
  n =  2: u1 = -0.0148, u2 = 3.7597, probability 0.13182
  current = 3.0069 nA; asymptote = 2.9319 nA
  remainder x pN + y p0 = 0.07021 (units e/Csum)
Offset V - I(R1+R2) over all gate charges, bath temperature:
  V =  0.5 mV: min 0.2355 mV, max 0.2759 mV
  V =  1.0 mV: min 0.2855 mV, max 0.3140 mV
  V =  2.0 mV: min 0.3137 mV, max 0.3193 mV
  V =  4.0 mV: min 0.3200 mV, max 0.3204 mV
  V =  8.0 mV: min 0.3204 mV, max 0.3204 mV
Same with R1+R2 = 300 kOhm fixed and other ratios:
  R2/R1 =  1, V =  4 mV: min 0.3204 mV, max 0.3204 mV
  R2/R1 =  1, V = 40 mV: min 0.3204 mV, max 0.3204 mV
    T=0 bound guarantees 1 % of e/Csum above 3.09 mV
  R2/R1 =  2, V =  4 mV: min 0.3200 mV, max 0.3204 mV
  R2/R1 =  2, V = 40 mV: min 0.3204 mV, max 0.3204 mV
    T=0 bound guarantees 1 % of e/Csum above 4.83 mV
  R2/R1 = 10, V =  4 mV: min 0.2940 mV, max 0.3154 mV
  R2/R1 = 10, V = 40 mV: min 0.3204 mV, max 0.3204 mV
    T=0 bound guarantees 1 % of e/Csum above 18.45 mV
Rough inputs: island 0.0030 um^3, e-ph 3.0e+08 W/(m^3 K^5)
  V = 4 mV: island heat 24.5 pW, island T 1.94 K, offset 0.3178 to 0.3178 mV
  V = 8 mV: island heat 102.4 pW, island T 2.58 K, offset 0.3203 to 0.3203 mV
Lead impedance 100 Ohm (rough): hbar/(e Z C) = 59.2 mV
  added offset at 4 mV = 0.0359 mV (11.2 % of e/Csum)
  local-rule offset e/(2C1)+e/(2C2) = 0.7210 mV
Higher-order tunnelling parameter, both junctions = 0.0098
Barrier 2.0 eV, 1.0 nm (rough): I/V grows by 0.548 V^-2 times V^2
  resulting offset change at 4 mV = 11.69 nV
  largest mean barrier field = 0.0267 MV/cm
tests ok
```
